\section*{Why a lossless matched three-port must be a circulator}

\section{A junction that should not reflect}

A laser feeds a photonic chip through a waveguide, and light returning from the chip has to be sent to a detector instead of back into the laser. The natural component is a junction of three waveguides. It should waste no power, and it should reflect nothing at any port, so that no light is turned back towards the laser, the chip or the detector. Can an ordinary passive junction, made of materials that treat both directions alike, meet these two demands?

Let each port carry one guided mode. The incoming amplitude at port $j$ is $a_j$ and the outgoing amplitude at port $i$ is $b_i$, normalised so that $|a_j|^2$ and $|b_i|^2$ are powers. The device is linear and does not change in time, so each frequency can be treated separately:
\begin{equation}
b_i=\sum_{j=1}^{3}S_{ij}a_j .
\end{equation}
Thus $S_{ij}$ is the amplitude from port $j$ to port $i$. \emph{Matched} means $S_{11}=S_{22}=S_{33}=0$ at the frequency considered. \emph{Lossless} means that outgoing and incoming power agree for every input. All outgoing light is counted, so radiation into the cladding or into a second guided mode is a loss unless it is given a port of its own.

The claim is that a lossless matched three-port sends all power either along $1\to2\to3\to1$ or along $1\to3\to2\to1$. Such a device is a perfect circulator.

Losslessness must first be turned into a statement about $S$. Put $A=I-S^\dagger S$. The lost power is $a^\dagger a-b^\dagger b=a^\dagger Aa$, which vanishes for every $a$. Unit input in port $j$ alone gives $A_{jj}=0$. Unit inputs in ports $j$ and $k$ with relative phase factors $1$ and $i$ then give
\begin{equation}
A_{jk}+A_{kj}=0,\qquad i(A_{jk}-A_{kj})=0 ,
\end{equation}
so $A_{jk}=A_{kj}=0$. Hence $S^\dagger S=I$: the matrix is unitary.

\section{First derivation: orthogonal columns}

Column $j$ of $S$ lists the outputs produced by unit input at port $j$. Unitarity says that different columns are orthogonal and that each has unit norm. For columns 1 and 2,
\begin{equation}
S_{11}^*S_{12}+S_{21}^*S_{22}+S_{31}^*S_{32}=0 .
\label{eq:col}
\end{equation}
The first two terms contain a reflection and vanish. The other pairs of columns lose two terms in the same way, which leaves
\begin{equation}
S_{31}^*S_{32}=0,\qquad S_{21}^*S_{23}=0,\qquad S_{12}^*S_{13}=0 .
\label{eq:orth}
\end{equation}
Physically, inputs at ports 1 and 2 could interfere only at port 3. Interference there would make the total output depend on their relative phase, with no other port to compensate. The norms are
\begin{align}
|S_{21}|^2+|S_{31}|^2&=1, \label{eq:n1}\\
|S_{12}|^2+|S_{32}|^2&=1, \label{eq:n2}\\
|S_{13}|^2+|S_{23}|^2&=1. \label{eq:n3}
\end{align}

Suppose $S_{31}=0$. Then (\ref{eq:n1}) gives $|S_{21}|=1$, the second relation in (\ref{eq:orth}) gives $S_{23}=0$, and (\ref{eq:n3}) gives $|S_{13}|=1$. The third relation in (\ref{eq:orth}) now gives $S_{12}=0$, and (\ref{eq:n2}) gives $|S_{32}|=1$. Power moves along $1\to2\to3\to1$.

Suppose instead $S_{31}\neq0$. The first relation in (\ref{eq:orth}) gives $S_{32}=0$, so $|S_{12}|=1$ by (\ref{eq:n2}). Then $S_{13}=0$, so $|S_{23}|=1$ by (\ref{eq:n3}). Finally $S_{21}=0$, so $|S_{31}|=1$ by (\ref{eq:n1}). Power moves along $1\to3\to2\to1$.

Both patterns satisfy all six relations whatever the phases of the three nonzero entries, so both are allowed.

A reciprocal device has a symmetric $S$ when the mode phases are suitably chosen. Other choices multiply entries by phase factors, so in every convention reciprocity requires $|S_{ij}|=|S_{ji}|$. In a circulator one of these moduli is 1 and the other is 0. The matched lossless three-port is therefore nonreciprocal, and the answer to the opening question is no.

\section{Second derivation: the inverse matrix}

The inverse of a square matrix can be written with its cofactors $C_{ij}$, the signed $2\times2$ determinants left after deleting row $i$ and column $j$: $(S^{-1})_{ji}=C_{ij}/\det S$. Unitarity gives $(S^{-1})_{ji}=(S^\dagger)_{ji}=S_{ij}^*$, hence
\begin{equation}
C_{ij}=(\det S)\,S_{ij}^*,\qquad |\det S|=1 .
\label{eq:cof}
\end{equation}
The second statement follows from $|\det S|^2=\det(S^\dagger S)=1$.

The diagonal cofactor $C_{11}$ gives
\begin{equation}
S_{22}S_{33}-S_{23}S_{32}=(\det S)\,S_{11}^* .
\label{eq:c11}
\end{equation}
With no reflection this is $S_{23}S_{32}=0$: between ports 2 and 3, at least one direction is blocked.

For the off-diagonal cofactors, set the reflections to zero:
\begin{equation}
C_{12}=S_{23}S_{31},\qquad C_{23}=S_{12}S_{31},\qquad C_{31}=S_{12}S_{23}.
\end{equation}
Taking moduli in (\ref{eq:cof}),
\begin{equation}
|S_{12}|=|S_{23}||S_{31}|,\quad |S_{23}|=|S_{12}||S_{31}|,\quad |S_{31}|=|S_{12}||S_{23}| .
\label{eq:triple}
\end{equation}
If one member of this triple is zero, it appears as a factor in the equations for the other two, so all three are zero. If none is zero, inserting the first equation into the second gives $|S_{23}|=|S_{23}||S_{31}|^2$, so $|S_{31}|=1$. The third equation then reads $1=|S_{12}||S_{23}|$; since no entry of a unitary matrix exceeds 1 in modulus, both factors are 1.

The remaining cofactors are $C_{13}=S_{21}S_{32}$, $C_{21}=S_{13}S_{32}$ and $C_{32}=S_{13}S_{21}$. They give relations of the same form for the triple $S_{13},S_{21},S_{32}$, whose moduli are therefore also all 0 or all 1. Finally,
\begin{equation}
\det S=S_{12}S_{23}S_{31}+S_{13}S_{21}S_{32}
\end{equation}
has modulus 1, so the two triples cannot both vanish. Since $S_{23}S_{32}=0$, they cannot both have unit moduli. One triple carries everything, which is the result of the first derivation.

A numerical search that uses neither argument agrees. Starting from 40 random unitary matrices and driving the diagonal to zero, it ended at 15 circulators of the first sense and 25 of the second. The entry moduli differed from 0 or 1 by at most about $10^{-13}$.

\section{What each derivation assumes}

The physical premises are the same: linearity, no change in time, one mode per port, no loss, and three simultaneous matches. Neither derivation mentions magnetism or time reversal. The derivations differ in how they use unitarity, and so in what survives when a premise is relaxed.

The first works with power balances, so it can be extended to absorption. Then $S^\dagger S=I-A$, where $A_{jj}$ is the fraction lost from input at port $j$. In a passive device $a^\dagger Aa\ge0$ for every $a$, which implies $|A_{12}|\le\sqrt{A_{11}A_{22}}$. For matched ports, (\ref{eq:orth}) becomes
\begin{equation}
|S_{31}||S_{32}|=|A_{12}|\le\sqrt{A_{11}A_{22}} ,
\end{equation}
so loss permits what unitarity forbids. An example is
\begin{equation}
S=\frac{1}{\sqrt2}\begin{pmatrix}0&1&i\\1&0&0\\i&0&0\end{pmatrix},
\end{equation}
a matched, reciprocal splitter. Input in one arm, port 2 or 3, loses 50\,\%. The input $a_2=1/\sqrt2$, $a_3=i/\sqrt2$ gives $b_1=(a_2+ia_3)/\sqrt2=0$ and loses everything. The missing light can be collected by a fourth port, which turns the device into a lossless 50/50 directional coupler. That coupler is matched and reciprocal. With four ports, two terms survive in each orthogonality relation and can cancel, so the argument is special to three.

The second derivation needs the full inverse, and hence a lossless device, but it handles imperfect matching well. Let the device be reciprocal, with $r_i=|S_{ii}|$. Equation (\ref{eq:c11}) and the triangle inequality give
\begin{equation}
|S_{23}|^2\le r_1+r_2r_3 ,
\label{eq:rec}
\end{equation}
and similarly for the other pairs. If ports 1 and 2 are matched, the bounds give $S_{23}=S_{13}=0$: port 3 is cut off and reflects totally.

Now let $R=r_1^2+r_2^2+r_3^2$. Adding the three column norms, with each transmission counted twice, gives $R+2(|S_{12}|^2+|S_{13}|^2+|S_{23}|^2)=3$. Summing (\ref{eq:rec}) over the pairs,
\begin{equation}
\frac{3-R}{2}\le (r_1+r_2+r_3)+(r_1r_2+r_1r_3+r_2r_3)\le\sqrt{3R}+R .
\end{equation}
The last step uses $(r_1+r_2+r_3)^2\le3R$ and the fact that the sum of products is at most $R$. With $u=\sqrt{3R}$ this becomes $u^2+2u-3\ge0$, or $(u+3)(u-1)\ge0$. Hence $u\ge1$ and
\begin{equation}
R\ge\tfrac13 .
\label{eq:bound}
\end{equation}
Averaged over its ports, a reciprocal lossless three-port reflects at least one ninth of the incident power.

\section{A resonator that makes the choice}

Consider a round resonator that meets the ends of three waveguides spaced by $120^\circ$. It has two modes, $m=+1$ and $m=-1$, rotating in opposite senses; $m$ fixes the phase step $2\pi m/3$ from port to port. In a ring whose modes have azimuthal orders $\pm M$, only $M$ modulo 3 matters. The model takes $M\equiv1$. For $M\equiv2$ the two patterns are exchanged, so the same splitting circulates the other way. For $M$ a multiple of 3 both senses have the same pattern and nothing circulates. The amplitudes $\alpha_m$ of the two modes, with $|\alpha_m|^2$ the stored energy, decay into the ports at rate $\gamma$. With time factor $e^{-i\omega t}$, coupled-mode theory reads
\begin{align}
\dot\alpha_m&=-(i\omega_m+\gamma)\alpha_m+\sum_j d_{jm}^*a_j,\\
b_j&=-a_j+\sum_m d_{jm}\alpha_m,\qquad d_{jm}=\sqrt{\tfrac{2\gamma}{3}}\,e^{2\pi im(j-1)/3}.
\end{align}
The term $-a_j$ is total reflection from a waveguide end when the resonator is not excited. The model is lossless because $\sum_jd_{jm}^*d_{jn}=2\gamma\delta_{mn}$: both the growth of stored energy and the net incoming power equal $2\,\mathrm{Re}\sum_{jm}a_j^*d_{jm}\alpha_m-2\gamma\sum_m|\alpha_m|^2$.

In the steady state $\dot\alpha_m=-i\omega\alpha_m$. An input with the phase pattern of mode $m$ excites that mode alone and returns multiplied by
\begin{equation}
s_m=-1+\frac{2\gamma}{\gamma+i\delta_m}=\frac{\gamma-i\delta_m}{\gamma+i\delta_m},\qquad \delta_m=\omega_m-\omega .
\end{equation}
Equal inputs excite neither mode, so $s_0=-1$. Superposing the three patterns,
\begin{equation}
S_{jk}=\tfrac13\left[-1+s_+e^{2\pi i(j-k)/3}+s_-e^{-2\pi i(j-k)/3}\right].
\label{eq:S}
\end{equation}

Zero reflection requires $s_++s_-=1$. Both numbers have unit modulus, so their imaginary parts cancel and their real parts are $1/2$. One choice is $s_\pm=e^{\pm i\pi/3}$. Since $s_m=e^{-2i\arctan(\delta_m/\gamma)}$, this means $\delta_\pm=\mp\gamma/\sqrt3$, a splitting
\begin{equation}
\omega_--\omega_+=\frac{2\gamma}{\sqrt3},
\end{equation}
with the drive midway. Equation (\ref{eq:S}) then gives
\begin{align}
S_{21}&=\tfrac13(-1+2\cos\pi)=-1,\\
S_{31}&=\tfrac13\left(-1+2\cos\tfrac{5\pi}{3}\right)=0 .
\end{align}
The matched device is a circulator, as it must be. The other choice exchanges $s_+$ and $s_-$ and reverses the circulation.

Without splitting, at resonance, $s_\pm=1$, so each reflection is $1/3$ and each transmission is $-2/3$. The reflected power is 11.1\,\%, with 44.4\,\% going to each other port. Here $R=3/9$, so this reciprocal device attains the bound (\ref{eq:bound}).

\section{Numbers for a garnet-clad silicon resonator}

Take a wavelength of 1550\,nm, a group index $n_g=3.0$ and a magneto-optic index difference $\Delta n=6\times10^{-4}$ between the two senses of rotation. These are rough typical values for silicon clad with a magneto-optic garnet. To first order an index change shifts a resonance by the fraction $\Delta n/n_g$, so the splitting is $1550\,\mathrm{nm}\times6\times10^{-4}/3.0=0.310$\,nm, or 38.7\,GHz. The required quality factor due to the ports is
\begin{equation}
Q=\frac{\omega}{2\gamma}=\frac{n_g}{\sqrt3\,\Delta n}=\frac{3.0}{1.732\times6\times10^{-4}}\approx2890 ,
\end{equation}
and $\gamma/2\pi=33.5$\,GHz.

The match holds at one frequency. If the drive moves by $y\gamma$ with $|y|\ll1$, the phases of $s_\pm$ both change by $2y/(1+\tfrac13)=3y/2$. Reflection and leakage into the wrong port then both have modulus $\tfrac13\cdot\tfrac32|y|=|y|/2$. Leakage of 1\,\%, that is 20\,dB isolation, occurs near $|y|=0.2$. The estimated full band is $0.4\times33.5=13.4$\,GHz; the full model gives 13.6\,GHz, or 0.109\,nm. Both figures are for the resonator without absorption.

Absorption breaks the premise of the theorem. A propagation loss of 40\,dB/cm, again a rough value for garnet-clad guides and counted here entirely as absorption, gives an intrinsic $Q$ of about 13\,200. The absorption rate is then $2887/13204=0.219$ of $\gamma$. With splitting and port coupling held fixed, 66\,\% of the power goes from port 1 to port 2 (1.8\,dB insertion loss), 32\,\% is absorbed, 1.1\,\% is reflected and 0.6\,\% leaks to port 3. The band narrows as well: leakage stays below 1\,\% of the input power over about 11\,GHz, and below 1\,\% of the transmitted power over only about 2.5\,GHz. This last figure is fragile: it is 5\,GHz at 38\,dB/cm and vanishes at 41\,dB/cm.

The other corrections were sized one at a time in the resonator without absorption:
\begin{itemize}
\item A warming of 1\,K, at $10^{-4}$ index change per kelvin, shifts the resonances by 0.052\,nm. Leakage becomes 0.90\,\% and reflection 0.98\,\%, close to $y^2/4$ with $y\approx0.19$.
\item Roughness that alone would split the modes by 0.020\,nm gives at most about 0.14\,\% leakage or reflection over the backscatter phases scanned.
\item For a radius of 10\,$\mu$m the next resonances lie about 13\,nm away. Including only the nearest on each side gives about 0.10\,\% leakage and as much reflection. This figure is not converged, because the contributions fall only as the inverse of the distance. Two or three neighbours on each side give 0.025\,\%, and a long comb of equally spaced, equally coupled resonances, cut at the same distance on both sides, gives about 0.04\,\%. An unequal cut changes this: 94 resonances below and 190 above give 0.02\,\%, and 94 below and 30 above give 0.07\,\%.
\end{itemize}
Self-heating does need absorption. An input of 0.010\,mW and a thermal resistance of 10\,K/mW give $10\times0.010\times0.32=0.032$\,K, a shift of 0.0017\,nm. In this linear estimate, 1\,mW would give about 3\,K and move the resonances out of the isolation band.

Of the departures put into the resonator model above, absorption moves the result furthest, from full transmission to about two thirds. The coupling geometry is an idealisation: waveguide ends that feed a resonator also scatter light out of the chip plane. That radiation was not computed and would add to the loss. Bend radiation is also left out, and it can dominate at this radius. For a TM mode under thick garnet of index 2.22, with a core 220 to 250\,nm thick and 500 to 600\,nm wide, a rough two-dimensional effective-index estimate with silicon index 3.476 gives about 190 to 3700\,dB/cm at 10\,$\mu$m. An extra 200\,dB/cm would cut the transmission from 66\,\% to 15\,\%. At 35\,$\mu$m the estimate gives at most 18\,dB/cm, reached by the thinnest and narrowest core, and that value rises to 40\,dB/cm if the silicon index is taken as 3.45. The same estimate puts the group index of these cores between about 3.2 and 3.7, above the 3.0 used here. A larger radius brings the neighbouring resonances closer. The magnetisation must also be arranged so that the index difference between the two senses of rotation does not average to zero round the resonator; the $\Delta n$ used above is this average. The numerical output below lists the inputs and most of the results; the bands with absorption, the longer combs and the bend and group-index estimates are not part of it.

\section*{Computed results}
\begin{verbatim}
matched unitary matrices found, sense 1-2-3: 15
matched unitary matrices found, sense 1-3-2: 25
largest deviation from a circulator: 1.0e-13
least reciprocal reflection sum: 0.333333
splitter, loss for input in one arm: 50.0 %
splitter, worst-input loss: 100.0 %
wavelength: 1550 nm
group index: 3.0
magneto-optic index difference: 6.0e-04
mode splitting: 0.310 nm
mode splitting: 38.68 GHz
required external Q: 2887
gamma/(2 pi): 33.50 GHz
ideal |S|, row 1: 0.0000 0.0000 1.0000
ideal |S|, row 2: 1.0000 0.0000 0.0000
ideal |S|, row 3: 0.0000 1.0000 0.0000
reversed bias, power 1 to 3: 100.00 %
no bias, reflected power: 11.11 %
no bias, power to each other port: 44.44 %
20 dB isolation full band: 0.109 nm
20 dB isolation full band: 13.61 GHz
propagation loss: 40 dB/cm
intrinsic Q: 13204
loss rate / port decay rate: 0.219
with loss, power 1 to 2: 66.16 %
with loss, insertion loss: 1.79 dB
with loss, power 1 to 3: 0.64 %
with loss, reflected power: 1.13 %
with loss, absorbed power: 32.06 %
thermo-optic index coefficient: 1.0e-04 per K
resonance shift for 1 K: 0.0517 nm
1 K drift, power 1 to 3: 0.90 %
1 K drift, reflected power: 0.98 %
roughness splitting: 0.020 nm
roughness, largest leakage: 0.138 %
roughness, largest reflection: 0.139 %
resonator radius: 10 um
resonance spacing: 12.75 nm
neighbour modes, power 1 to 3: 0.0997 %
neighbour modes, reflected power: 0.0997 %
input power: 0.010 mW
thermal resistance: 10 K/mW
self-heating: 0.0321 K
self-heating resonance shift: 0.00166 nm
\end{verbatim}
